# Image energy of a fixed point dipole near a perfect metal

Suppose that the attraction of a polar molecule to a metal contact is found by placing an image dipole behind the surface and using the energy of two independent dipoles. The energy then comes out twice too large, and so does the force if this energy is differentiated with respect to the molecule's height, with the image moving along. If the image is also given the wrong direction, attraction can turn into repulsion. The theorem below settles the image's direction, the factor one half, and the dependence on distance and orientation.

## Setting and theorem

Hartree atomic units are used, so that a charge \(q\) has potential \(q/r\). In SI units the energies below are divided by \(4\pi\varepsilon_0\). The assumptions are these.

1. A perfect metal fills \(z<0\): its charge moves until the potential inside is constant. This constant is taken as zero. There is vacuum at \(z>0\).
2. A point dipole \(\mathbf p\), pointing from negative to positive charge, sits at height \(d\) on the \(z\) axis. Its magnitude and direction do not respond to the metal.
3. The motion is slow enough for electrostatics to hold at each position.
4. The energy is zero at infinite separation, and the dipole's own self-energy is left out.

Let \(\theta\) be the angle between \(\mathbf p\) and the outward normal \(\hat{\mathbf z}\). Choose \(x\) along the parallel part, so that \(\mathbf p=p(\sin\theta,0,\cos\theta)\).

**Theorem.** Under these assumptions

\[
U(d,\theta)=-\frac{p^2(1+\cos^2\theta)}{16d^3}.
\]

In particular,

\[
U_\perp=-\frac{p^2}{8d^3},\qquad U_\parallel=-\frac{p^2}{16d^3},\qquad \frac{U_\perp}{U_\parallel}=2 ,
\]

where the two orientations are compared at the same \(p\) and \(d\).

## Lemma 1: the image dipole

**Lemma.** For \(z>0\), the metal's surface charge produces the potential of a dipole \(\mathbf p'=(-p_x,0,p_z)\) at \((0,0,-d)\). The total surface charge is zero.

**Proof.** Take first a charge \(q\) at height \(h\), and put \(-q\) at the mirror point. Every point of the plane \(z=0\) is equally far from both, so their potentials cancel there. The sum has the required source in \(z>0\) and vanishes at infinity. No other potential does this: the difference of two candidates would have no source in \(z>0\) and would vanish on the plane and at infinity. A source-free potential has no interior maximum or minimum, so the difference is zero.

Now build the dipole from \(+q\) at \(\mathbf r_+\) and \(-q\) at \(\mathbf r_-\), with \(\mathbf p=q(\mathbf r_+-\mathbf r_-)\). Reflection reverses the \(z\) component of the separation, and the image rule reverses the charges. The parallel component of the moment therefore changes sign once, and the normal component twice. This gives \(\mathbf p'\), and it survives the limit of zero length at fixed \(\mathbf p\).

For the total charge, a unit charge at height \(h\) and its image give a normal field \(-2h/(\rho^2+h^2)^{3/2}\) at radius \(\rho\) on the plane. The field inside is zero, so Gauss's law gives \(4\pi\sigma\) for this field. The charge within radius \(R\) is

\[
-\int_0^R\frac{h\rho\,d\rho}{(\rho^2+h^2)^{3/2}}
=-1+\frac{h}{\sqrt{R^2+h^2}} .
\]

For a normal dipole, multiply the derivative with respect to \(h\) by \(p_z\):

\[
p_z\left[\frac{1}{\sqrt{R^2+h^2}}-\frac{h^2}{(R^2+h^2)^{3/2}}\right]
=\frac{p_zR^2}{(R^2+h^2)^{3/2}}\longrightarrow0
\quad(R\to\infty).
\]

For a parallel dipole the surface charge is odd in \(x\), and its total vanishes too. ∎

Since no net charge is needed, a grounded and a neutral metal half-space give the same result.

## Lemma 2: the field at the dipole

**Lemma.** The surface charge produces at the dipole the field

\[
\mathbf E=\frac{(p_x,0,2p_z)}{8d^3}.
\]

**Proof.** The potential of the image is \(\mathbf p'\cdot\mathbf r/r^3\), with \(\mathbf r\) measured from the image. Taking minus its gradient, with \(\mathbf n=\mathbf r/r\), gives

\[
\mathbf E=-\frac{\mathbf p'}{r^3}+\frac{3(\mathbf p'\cdot\mathbf r)\mathbf r}{r^5}
=\frac{3(\mathbf p'\cdot\mathbf n)\mathbf n-\mathbf p'}{r^3}.
\]

On the \(z\) axis \(\mathbf n=\hat{\mathbf z}\) and \(\mathbf p'\cdot\mathbf n=p_z\). The \(x\) component of the numerator is \(-(-p_x)=p_x\), and the \(z\) component is \(3p_z-p_z=2p_z\). At the dipole \(r=2d\), so \(r^3=8d^3\). ∎

Here is the origin of the factor two. At equal distance, a dipole's field on its own axis is twice as strong as its field in the plane across that axis. Both orientations are attracted: a normal dipole and its image stand head to tail, while a parallel dipole lies beside an opposite one.

## Proof of the theorem

At a given instant the surface charge is a definite distribution, and the force on the dipole is the gradient of \(\mathbf p\cdot\mathbf E\) with that distribution held fixed. The image must therefore stay at \(-d\) while the field point \(z\) is varied:

\[
\mathbf p\cdot\mathbf E(z)=\frac{p_x^2+2p_z^2}{(z+d)^3}.
\]

Differentiate, and only then set \(z=d\):

\[
F_z=-\frac{3(p_x^2+2p_z^2)}{(2d)^4}
=-\frac{3p^2(1+\cos^2\theta)}{16d^4},
\]

where \(\sin^2\theta+2\cos^2\theta=1+\cos^2\theta\) was used. The negative sign means a pull towards the metal.

Now bring the dipole in from infinity at fixed \(\theta\). The energy is minus the work done by this force:

\[
U(d,\theta)=-\int_\infty^dF_z(z)\,dz=\int_d^\infty F_z(z)\,dz .
\]

Since \(\int_d^\infty z^{-4}dz=1/(3d^3)\),

\[
U=-\frac{3p^2(1+\cos^2\theta)}{16}\,\frac1{3d^3}
=-\frac{p^2(1+\cos^2\theta)}{16d^3}.
\]

Turning the dipole at infinity costs nothing, because the field of the metal vanishes there. The same zero of energy thus serves all angles. ∎

**Remark (torque).** A positive rotation about \(y\) carries \(z\) towards \(x\), so it increases \(\theta\). The torque is

\[
(\mathbf p\times\mathbf E)_y=p_zE_x-p_xE_z
=\frac{p^2(\cos\theta\sin\theta-2\sin\theta\cos\theta)}{8d^3}
=-\frac{p^2\sin2\theta}{16d^3}.
\]

This equals \(-\partial U/\partial\theta\), as it must. Both normal directions, \(\theta=0\) and \(\theta=\pi\), are stable. The parallel orientation is balanced but unstable.

## Where the other half of the energy goes

Comparing the theorem with Lemma 2 gives \(U=-\tfrac12\mathbf p\cdot\mathbf E\). Two independent permanent dipoles would have \(-\mathbf p\cdot\mathbf E\). The difference is the energy of the surface charge itself.

Let \(\phi_0\) be the dipole's own potential on the surface. Its interaction with the surface charge is \(\int\sigma\phi_0\,dA=-\mathbf p\cdot\mathbf E\). The potential of the surface charge on the plane must be \(-\phi_0\), so that the total vanishes. Its self-energy is therefore \(-\tfrac12\int\sigma\phi_0\,dA\), which is positive. The sum is

\[
U=\frac12\int\sigma\phi_0\,dA=-\frac12\mathbf p\cdot\mathbf E .
\]

This expression can be evaluated without an image. A charged sheet has normal field \(-2\pi\sigma\) just below it. Zero total field inside the metal then requires \(\sigma=E_{0z}/(2\pi)\), where \(E_{0z}\) is the normal field of the dipole alone at the surface. The integral was computed numerically for unit moment, heights of 0.7, 1.0, 1.4 and 2.0 bohr, and angles of 0, 0.6 and \(\pi/2\) radians. The largest difference from the theorem, relative to the theorem's value, was \(1.6\times10^{-15}\).

## A dipole of finite length

Let charges \(\pm p/\ell\) be separated by \(\ell\), with their midpoint at height \(d\). This gives a second derivation and shows when the point dipole is adequate for a charge pair placed symmetrically about the point at which \(d\) is measured.

Write \(c=\cos\theta\) and \(s=\sin\theta\). The charges have heights \(d\pm\ell c/2\), so they lie \(2d\pm\ell c\) from their own images. Each lies \(\sqrt{4d^2+\ell^2s^2}\) from the other's image. A charge and its own image have opposite signs; a charge and the other's image have equal signs. With the factor one half for induced charge,

\[
U_\ell=-\frac{p^2}{2\ell^2}\left[\frac1{2d+\ell c}+\frac1{2d-\ell c}-\frac2{\sqrt{4d^2+\ell^2s^2}}\right].
\]

For small \(\ell/d\), the first two terms add to

\[
\frac{4d}{4d^2-\ell^2c^2}\simeq\frac1d\left(1+\frac{\ell^2c^2}{4d^2}\right),
\]

and the last is

\[
-\frac2{\sqrt{4d^2+\ell^2s^2}}\simeq-\frac1d\left(1-\frac{\ell^2s^2}{8d^2}\right).
\]

The terms \(1/d\) cancel because the dipole is neutral. The bracket becomes \(\ell^2(2c^2+s^2)/(8d^3)\), and multiplication by \(-p^2/(2\ell^2)\) recovers the theorem.

For normal orientation no expansion is needed. The bracket is

\[
\frac{4d}{4d^2-\ell^2}-\frac1d=\frac{\ell^2}{d(4d^2-\ell^2)},
\qquad
U_{\ell,\perp}=-\frac{p^2}{8d^3}\,\frac1{1-\ell^2/(4d^2)} .
\]

The point limit thus requires \(\ell\ll2d\). At fixed \(p\) the energy falls without bound as \(\ell\to2d\), when the lower charge touches the surface.

## A metal that screens over a finite depth

In a real metal the field enters a short way. In the linear Thomas-Fermi model the potential inside obeys \(\nabla^2\phi=\phi/\lambda^2\). For free electrons of density \(n\propto E_F^{3/2}\), a small potential changes the density by \(\delta n=3ne\phi/(2E_F)\). Poisson's equation, in SI units, then gives

\[
\lambda^2=\frac{2\varepsilon_0E_F}{3ne^2}.
\]

The potential of a unit charge at height \(z'\) can be split into waves along the surface:

\[
\frac1{\sqrt{\rho^2+Z^2}}=\int_0^\infty J_0(k\rho)e^{-kZ}dk,\qquad Z>0.
\]

To see this, write \(J_0(k\rho)\) as the average of \(\cos(k\rho\cos\alpha)\) over \(\alpha\). The \(k\) integral gives \(Z/(Z^2+\rho^2\cos^2\alpha)\), whose average is the left side.

For one \(k\), the potential is \(e^{kz}+Re^{-kz}\) outside and \(Te^{\kappa z}\) inside, with \(\kappa=\sqrt{k^2+\lambda^{-2}}\). Continuity of potential and slope at \(z=0\) requires

\[
1+R=T,\qquad k(1-R)=\kappa T
\quad\Rightarrow\quad R=\frac{k-\kappa}{k+\kappa}.
\]

With \(Z=z+z'\), the reflected potential of a unit charge is

\[
w(\rho,Z)=\int_0^\infty R\,J_0(k\rho)e^{-kZ}dk .
\]

A dipole replaces the charge by one derivative at the source and one at the field point. Since \(w\) depends on \(z+z'\) but on \(x-x'\), the energies are

\[
U_\perp=\frac{p^2}{2}\frac{\partial^2w}{\partial Z^2},\qquad
U_\parallel=-\frac{p^2}{2}\frac{\partial^2w}{\partial x^2},
\]

taken at \(\rho=0\), \(Z=2d\). Each wave in \(w\) obeys Laplace's equation, and \(x\) and \(y\) are equivalent on the axis. Hence \(\partial_x^2w=-\tfrac12\partial_Z^2w\), and \(U_\parallel=\tfrac12U_\perp\) again. The ratio two survives screening in this model; the pure inverse cube does not. Explicitly,

\[
U_\perp=\frac{p^2}{2}\int_0^\infty R\,k^2e^{-2kd}dk .
\]

For \(\lambda\ll d\) the important waves have \(k\lambda\ll1\), so \(R\simeq-1+2k\lambda\). The integrals \(\int k^2e^{-2kd}dk=1/(4d^3)\) and \(\int k^3e^{-2kd}dk=3/(8d^4)\) give

\[
U_\perp\simeq-\frac{p^2}{8d^3}\left(1-\frac{3\lambda}{d}\right).
\]

To first order this is the perfect-metal result with \(d\) replaced by \(d+\lambda\). As \(\lambda\to0\), the theorem returns.

## Example: a polar molecule approaching indium

Consider a strongly polar small organic molecule approaching an indium contact in vacuum, during deposition of a polar layer. Rough typical values are \(p=0.10\ e\,\text{nm}\) (4.8 D) and \(d=1.0\) nm. With \(e^2/(4\pi\varepsilon_0)=1.44\) eV nm,

\[
U_\perp=-\frac{1.44\times(0.10)^2}{8\times(1.0)^3}\ \text{eV}=-1.80\ \text{meV},
\qquad U_\parallel=-0.90\ \text{meV}.
\]

These are \(-66\) and \(-33\) microhartree. At 45 degrees, \(1+\cos^2\theta=1.5\) and the energy is \(-1.35\) meV. The image field on the normal dipole is 0.36 MV/cm. Its product with \(p\) is 3.60 meV, and half of that is the binding. The force \(3U/d\) is \(-0.87\) pN for normal and \(-0.43\) pN for parallel orientation. At 0.5 nm the normal energy is \(-14.4\) meV and at 2.0 nm it is \(-0.225\) meV: each doubling of the distance divides it by eight.

**How the real contact differs.** The following changes are taken one at a time, at \(d=1.0\) nm.

- For \(\ell=0.30\) nm, the normal energy is multiplied by 1.023 and the parallel one by 0.983. These corrections are small because the pair is symmetric about its midpoint, so that the change is of second order in \(\ell/d\). A real molecule usually has a quadrupole moment about its centre, and the change is then of first order and differs for the two normal directions. For benzonitrile with its centre of mass at 1.0 nm, Hartree-Fock charge densities in two small basis sets give factors of 1.7 to 1.9 with the nitrogen towards the metal and 0.7 to 0.8 with it pointing away.
- Indium's rough density of 7.3 g/cm³, with three free electrons per atom, gives \(\lambda=0.053\) nm. In the Thomas-Fermi model the full integral multiplies the energy by 0.86; the first-order formula gives 0.84. This model has a sharp edge and leaves out the spill of electrons into the vacuum, which moves the image plane outward. At this electron density the spill wins: a self-consistent local-density jellium surface has its image plane about 0.08 nm outside the edge of the positive background, which multiplies the energy by about 1.27 when \(d\) is measured from that edge. The factor 0.86 is a property of the sharp-edged model, not a prediction for indium.
- The effective image plane need not coincide with the surface from which \(d\) is measured. An assumed shift of 0.10 nm towards the molecule multiplies the energy by 1.37; the opposite shift gives 0.75.

The last uncertainty alone makes further digits meaningless for a real surface. At heights of a few tenths of a nanometre the point dipole and the flat, sharp surface both become doubtful.

**Orientation and stray fields.** At 300 K, \(k_BT=25.9\) meV, far above the 0.90 meV between the two orientations. The image torque therefore cannot hold the molecule in a fixed direction; some other constraint must do so. If all directions are equally likely, \(\langle\cos^2\theta\rangle=1/3\) and the mean energy is \(-p^2/(12d^3)=-1.20\) meV. A stray field of 1.0 MV/cm would give an orientation energy of magnitude up to 10 meV. That energy is linear in \(p\) and changes sign when the dipole is reversed, whereas the image energy does neither.

**Induced moment.** Let the molecule have polarizability volume \(\alpha\), and permanent moment \(p_0\) along the normal. The energy, including the cost of stretching the moment, is

\[
U(p)=\frac{(p-p_0)^2}{2\alpha}-\frac{p^2}{8d^3}.
\]

Setting its derivative to zero gives \(p-p_0=\alpha p/(4d^3)\). The first term is then \((p-p_0)p/(8d^3)\), so

\[
U=-\frac{p\,p_0}{8d^3}=-\frac{p_0^2}{8d^3}\,\frac1{1-\alpha/(4d^3)} .
\]

For a rough \(\alpha=0.015\) nm³ the increase is 0.4 per cent.

**Fluctuating moment.** A much larger omission is dispersion. Model the molecule's electrons by an isotropic oscillator of charge \(e\), mass \(m\) and frequency \(\omega_0\). In atomic units, with \(\hbar\) kept visible, \(\alpha=e^2/(m\omega_0^2)\), and the ground state has \(\langle x^2\rangle=\hbar/(2m\omega_0)\). Each component of the moment thus has mean square \(\alpha\hbar\omega_0/2\). If the metal follows at once, the theorem applies to each instantaneous moment, and to first order

\[
U_{\text{disp}}=-\frac{\langle p_x^2\rangle+\langle p_y^2\rangle+2\langle p_z^2\rangle}{16d^3}
=-\frac{\alpha\hbar\omega_0}{8d^3}.
\]

With a rough \(\hbar\omega_0=10\) eV this is \(-0.015\times10/8\) eV, or about \(-19\) meV. For a metal that follows at once, that is ten times the permanent-dipole energy. It has the same inverse-cube dependence as long as \(d\) is far below \(c/\omega_0\), here about 20 nm, so that the delay of the field can be neglected. It is an overestimate for this oscillator, because indium does not follow at once at such frequencies. For a free-electron (Drude) metal the result is multiplied by \(\omega_s/(\omega_s+\omega_0)\), where \(\omega_s=\omega_p/\sqrt2\) is the surface plasma frequency. The electron density used above gives \(\hbar\omega_s=8.9\) eV, below \(\hbar\omega_0\). The factor is 0.47, and the energy is about \(-9\) meV, five times the permanent-dipole energy. Even so, \(U\) must not be read as the whole adsorption energy, and an observed inverse cube would not by itself reveal a permanent moment. The theorem gives the part due to the fixed dipole; the other effects estimated in this example can be as large or larger.

## Calculated quantities

```
INPUTS (rough typical values)
dipole moment: 0.10 e nm
dipole moment, converted: 4.80 D
height above metal: 1.00 nm
temperature: 300 K
length of finite dipole: 0.30 nm
polarizability volume: 0.015 nm^3
oscillator energy: 10.0 eV
indium mass density: 7.3 g/cm^3
indium molar mass: 114.8 g/mol
indium valence electrons per atom: 3
PERFECT METAL
e^2/(4 pi eps0): 1.43996 eV nm
distance dipole to image: 2.00 nm
image field, normal: 0.3600 MV/cm
image field, parallel: 0.1800 MV/cm
p times image field, normal: 3.5999 meV
energy, normal: -1.8000 meV
energy, 45 degrees: -1.3500 meV
energy, parallel: -0.9000 meV
energy, normal: -66.15 microhartree
energy, parallel: -33.07 microhartree
normal/parallel energy ratio: 2.0000
force, normal: -0.8652 pN
force, parallel: -0.4326 pN
d=0.5 nm: normal -14.3996, parallel -7.1998 meV
d=1.0 nm: normal -1.8000, parallel -0.9000 meV
d=2.0 nm: normal -0.2250, parallel -0.1125 meV
largest relative quadrature error: 1.6e-15
NEGLECTED EFFECTS
finite length, normal energy factor: 1.0230
finite length, parallel energy factor: 0.9834
indium electron density: 1.149e+23 cm^-3
indium free-electron Fermi energy: 8.62 eV
Thomas-Fermi screening length: 0.0526 nm
screening energy factor: 0.8578
normal/parallel ratio when screened: 2.000
assumed image-plane shift: 0.10 nm
energy factor, plane shifted outward: 1.372
energy factor, plane shifted inward: 0.751
polarizability, normal energy factor: 1.00376
thermal energy kT: 25.85 meV
energy averaged over directions: -1.2000 meV
stray field: 1.0 MV/cm
p times stray field: 10.00 meV
dispersion, upper estimate: -18.76 meV
dispersion/normal image energy: 10.42
```
